\section*{The London equation, its conical intersection, and the H + H2 barrier}

\section{Three spins}

\textbf{Q:} Two hydrogen atoms have a singlet and a triplet. With a third atom there are three electrons and many integrals. Why should a short formula in pair quantities exist at all?

\textbf{A:} Take atoms $a,b,c$, each with one electron in one real orbital, and a real Hamiltonian without spin operators. The neutral configuration has $2^3=8$ spin arrangements. If the orbitals overlap, the antisymmetrized products have an overlap matrix $\mathsf S$, and we use $\mathsf S^{-1/2}\mathsf H\mathsf S^{-1/2}$. Since $\mathsf S$ is real and commutes with spin rotations, the resulting $8\times8$ matrix $H$ is real, symmetric and rotation invariant.

Expand $H$ in products of Pauli matrices. Rotation invariance allows only isotropic tensors as coefficients: a constant, $\delta_{\mu\nu}$ for two spins, and $\epsilon_{\mu\nu\lambda}$ for three. The last gives $\boldsymbol\sigma_a\cdot(\boldsymbol\sigma_b\times\boldsymbol\sigma_c)$. Each of its terms contains exactly one $\sigma_y$, so it is imaginary and is excluded. The operator exchanging two spins is $P_{ij}=\tfrac12(1+\boldsymbol\sigma_i\cdot\boldsymbol\sigma_j)$, hence
\begin{equation}
H=Q-J_{ab}P_{ab}-J_{bc}P_{bc}-J_{ca}P_{ca}. \label{heff}
\end{equation}
Ionic admixture keeps this form, provided the eight low states can still be matched one to one with the spin arrangements. No pair approximation has been made: so far $Q$ and each $J_{ij}$ may depend on all three positions.

\textbf{Q:} What are the signs? An exchange integral between orthogonal orbitals is positive.

\textbf{A:} For two atoms $H=Q-JP$. The singlet has $P=-1$ and the triplet $P=+1$, so
\begin{equation}
E_s=Q+J,\qquad E_t=Q-J. \label{pair}
\end{equation}
The singlet lies below the triplet, as in H$_2$, only if $J<0$. The exchange integral between orthogonal orbitals is the Coulomb interaction of the density $ab$ with itself (twice its electrostatic self-energy); it is positive and favours the triplet. The negative $J$ must come from overlap or ionic admixture. Here $J$ therefore means the effective quantity $(E_s-E_t)/2$.

\section{The doublet energies}

\textbf{Q:} You still have to diagonalize an $8\times8$ matrix.

\textbf{A:} Total spin does most of it. In the quartet every $P_{ij}=1$, so $E=Q-J_{ab}-J_{bc}-J_{ca}$. For a doublet, $S(S+1)=\tfrac34$. With $P_{ij}=\tfrac12+2\,\mathbf s_i\cdot\mathbf s_j$,
\begin{equation}
\sum_{i<j}P_{ij}=\tfrac32+\left[S(S+1)-3\cdot\tfrac34\right]=\tfrac32-\tfrac32=0. \label{sumzero}
\end{equation}
At fixed spin projection there are two doublets: $a,b$ coupled to a singlet or to a triplet. $P_{ab}$ has eigenvalues $-1$ and $+1$ there, so its trace is zero; relabelling the atoms gives the same for the other pairs.

We also need the anticommutators. Three spins with two values each cannot be antisymmetrized, so the signed sum of all six permutations vanishes. The products $P_{ab}P_{bc}$ and $P_{bc}P_{ab}$ are its two cyclic permutations:
\begin{equation}
1-\sum_{i<j}P_{ij}+P_{ab}P_{bc}+P_{bc}P_{ab}=0 .
\end{equation}
By (\ref{sumzero}), $\{P_{ab},P_{bc}\}=-1$ in the doublets, and likewise for the other pairs. Since $P_{ij}^2=1$,
\begin{align}
(H-Q)^2&=J_{ab}^2+J_{bc}^2+J_{ca}^2-J_{ab}J_{bc}-J_{bc}J_{ca}-J_{ca}J_{ab}\notag\\
&=\tfrac12\left[(J_{ab}-J_{bc})^2+(J_{bc}-J_{ca})^2+(J_{ca}-J_{ab})^2\right]\equiv R^2 .
\end{align}
A traceless $2\times2$ matrix whose square is $R^2$ has eigenvalues $\pm R$. This is the London equation:
\begin{equation}
E_\pm=Q\pm R. \label{london}
\end{equation}

\textbf{Q:} Where is the approximation, then?

\textbf{A:} In the input. London sets $Q=Q_{ab}+Q_{bc}+Q_{ca}$, with energies measured from separated atoms, and takes each $Q_{ij}$ and $J_{ij}$ from the isolated pair through (\ref{pair}).

A Hubbard model tests this step. Three sites with hoppings $0.02$, $0.016$ and $0.01$, in units of the on-site repulsion $U$, have an exact ground energy of $-2.03\times10^{-3}\,U$. London's equation with exact pair energies errs by at most $4.7\times10^{-7}\,U$ in the two doublets. Halving the hoppings divides the error by $15.96$, as expected for a fourth-order error. This supports the pair approximation within the Hubbard model at weak hopping. The model has no orbital overlap, and real atoms fare worse: for three H atoms with sides $2.0$, $2.2$ and $2.5$ \AA, London's doublets from FCI pair energies miss the FCI values (6-311G(d,p) basis) by up to $0.04$ eV, about $10\%$ of the largest $|J|$.

\section{Where the doublets meet}

\textbf{Q:} $R$ vanishes when the three $J$ are equal. A square root of squares might still touch in some other way than a cone.

\textbf{A:} Write the matrix. In the basis ($ab$ singlet, $ab$ triplet), $P_{ab}=-\sigma_z$. A real, symmetric, traceless $P_{bc}$ is $x\sigma_z+w\sigma_x$. From $\{P_{ab},P_{bc}\}=-2x=-1$ we get $x=\tfrac12$, and $P_{bc}^2=1$ gives $w^2=\tfrac34$. Choose the sign of one basis vector so that $w=-\sqrt3/2$. Then $P_{ca}=-P_{ab}-P_{bc}=\tfrac12\sigma_z+\tfrac{\sqrt3}{2}\sigma_x$, and
\begin{equation}
H-Q=\left[J_{ab}-\tfrac12(J_{bc}+J_{ca})\right]\sigma_z+\tfrac{\sqrt3}{2}(J_{bc}-J_{ca})\sigma_x . \label{two}
\end{equation}
Degeneracy requires both coefficients to vanish, that is, $J_{bc}=J_{ca}$ and then $J_{ab}=J_{bc}$. These are two conditions on three distances. For like atoms every equilateral triangle satisfies them, which gives a line of intersections, the seam. With pair exchanges $J(r)$ it is the only solution as long as $J$ is monotonic over the sides considered.

Now change the sides of such a triangle by $\delta_i$, with $\sum_i\delta_i=0$ and $\sum_i\delta_i^2=\rho^2$. To first order $J_i=J_0+J'\delta_i$, where $J'=dJ/dr$. Because $\sum_{i<j}(\delta_i-\delta_j)^2=3\sum_i\delta_i^2-(\sum_i\delta_i)^2=3\rho^2$,
\begin{equation}
E_+-E_-=2R=2|J'|\sqrt{\tfrac32}\,\rho=\sqrt6\,|J'|\rho . \label{cone}
\end{equation}
The sum of the $Q_{ij}$ has no first-order change, since $\sum_i\delta_i=0$. The sheets therefore form a double cone, provided $J'\neq0$.

\textbf{Q:} Does anything besides the shape distinguish this point?

\textbf{A:} The state changes sign around it. Parametrize a loop by $\delta_i=\rho\sqrt{2/3}\cos(\varphi+2\pi i/3)$, with $i=0,1,2$ for $ab,bc,ca$. The coefficients in (\ref{two}) become
\begin{equation}
\tfrac32J'\delta_{ab}=\sqrt{\tfrac32}J'\rho\cos\varphi,\qquad
\tfrac{\sqrt3}{2}J'(\delta_{bc}-\delta_{ca})=-\sqrt{\tfrac32}J'\rho\sin\varphi .
\end{equation}
Call them $R\cos\theta$ and $R\sin\theta$. The lower eigenvector is $(-\sin\tfrac\theta2,\cos\tfrac\theta2)$. One circuit changes $\theta$ by $2\pi$ in magnitude, so the vector returns with the opposite sign. A numerical loop around the seam gives $-1$; a loop beside it gives $+1$.

\section{From pair curves to a surface}

\textbf{Q:} Now for H + H$_2$. Where do the pair curves come from?

\textbf{A:} The London--Eyring--Polanyi--Sato (LEPS) surface uses a Morse singlet and Sato's anti-Morse triplet. With $y=e^{-\beta(r-r_e)}$,
\begin{equation}
E_s=D(y^2-2y),\qquad E_t=\tfrac D2(y^2+2y).
\end{equation}
Two overlapping orbitals suggest $E_s=(Q+J)/(1+k)$ and $E_t=(Q-J)/(1-k)$, where $k$ stands for a squared overlap. From here on $Q$ and $J$ are these numerators. Half the sum and half the difference of $(1+k)E_s$ and $(1-k)E_t$ are
\begin{align}
Q&=\tfrac D4\left[2(1+k)(y^2-2y)+(1-k)(y^2+2y)\right]\notag\\
&=\tfrac D4\left[(3+k)y^2-(2+6k)y\right],\\
J&=\tfrac D4\left[2(1+k)(y^2-2y)-(1-k)(y^2+2y)\right]\notag\\
&=\tfrac D4\left[(1+3k)y^2-(6+2k)y\right].
\end{align}
With one constant $k$, the lower surface is
\begin{equation}
V=\frac{Q_{ab}+Q_{bc}+Q_{ca}-R}{1+k}. \label{leps}
\end{equation}

\textbf{Q:} Is $1+k$ the norm of the three-electron state?

\textbf{A:} No. For equal positive overlaps $\sqrt k$, the doublet norm is $1-k\sum P_{ij}+k^{3/2}\{P_{ab},P_{bc}\}=1-k^{3/2}$. The divisor is an ansatz that gives the right separated limit: when $c$ is far away, $R=|J_{ab}|=-J_{ab}$ and $V=(Q_{ab}+J_{ab})/(1+k)=E_s(r_{ab})$. The gap (\ref{cone}) is also divided by $1+k$.

\section{The collinear barrier}

\textbf{Q:} Where is the barrier on this surface?

\textbf{A:} Put $b$ in the middle, with $r_{ab}=r_{bc}=r$ and $r_{ca}=2r$. Two differences in $R$ are equal in size and one is zero, so $R=|J(r)-J(2r)|$. In the range of interest $J(r)<J(2r)$, hence $R=J(2r)-J(r)$ and
\begin{equation}
(1+k)V=[2Q(r)+J(r)]+[Q(2r)-J(2r)].
\end{equation}
Since $2Q+J=\tfrac32(Q+J)+\tfrac12(Q-J)$,
\begin{equation}
V=\tfrac32E_s(r)+\kappa\left[\tfrac12E_t(r)+E_t(2r)\right],\qquad \kappa=\frac{1-k}{1+k}. \label{line}
\end{equation}
The barrier is the minimum of (\ref{line}) over $r$, plus $D$, because H + H$_2$ lies at $-D$. Bending at fixed $r$ replaces $2r$ in the last term by a shorter distance. While that distance exceeds $r$, this raises $V$, since $E_t$ is repulsive.

\textbf{Q:} A minimum along this line could be the bottom of a basin.

\textbf{A:} Shift the middle atom: $r_{ab}=r+u$, $r_{bc}=r-u$. Let $\Delta=J(2r)-J(r)>0$, with derivatives taken at $r$. Through order $u^2$,
\begin{align}
R^2&=\tfrac12\left[(2J'u)^2+2\left(-\Delta+\tfrac12J''u^2\right)^2+2J'^2u^2\right]\notag\\
&=\Delta^2+(3J'^2-\Delta J'')u^2,\\
R&=\Delta+\left(\frac{3J'^2}{2\Delta}-\frac{J''}{2}\right)u^2 .
\end{align}
The Coulomb terms add $Q''u^2$. Thus $V$ changes by $Au^2$, where
\begin{equation}
A=\frac{1}{1+k}\left[Q''+\tfrac12J''-\frac{3J'^2}{2\Delta}\right]. \label{A}
\end{equation}
The point is a saddle if $A<0$; a basin would have $A>0$.

\section{Numbers for H + H$_2$}

\textbf{Q:} Which parameters do you use?

\textbf{A:} Full configuration interaction (FCI) in the 6-311G(d,p) basis gives $D=4.5911$ eV, $r_e=0.7435$ \AA\ and a force constant of $36.204$ eV/\AA$^2$ for H$_2$. The Morse curvature at $r_e$ is $2D\beta^2$, so $\beta=\sqrt{36.204/(2\times4.5911)}=1.986$ \AA$^{-1}$. The same method gives a collinear H$_3$ barrier of $0.480$ eV at a bond length of $0.929$ \AA. This is the reference within that basis, without zero-point energy. It is not converged: in the larger cc-pVTZ basis $D$ is $4.700$ eV and the barrier $0.431$ eV, while the bond lengths move by about $0.001$ \AA. The fitted parameters below are tied to the smaller basis.

\textbf{Q:} What does London's equation give before anything is adjusted?

\textbf{A:} With the FCI pair curves and $k=0$ the minimum along the symmetric line lies $0.672$ eV above H + H$_2$, which is $0.19$ eV above the reference (in cc-pVTZ, $0.586$ eV and $0.16$ eV); the shift of the middle atom was not examined for these curves. With the Morse and anti-Morse curves and $k=0$ it is $0.984$ eV. The anti-Morse curve is too repulsive: at $0.934$ \AA\ it gives $4.220$ eV against $3.823$ eV from FCI, and at twice that distance $0.518$ against $0.386$ eV (the FCI values fall to $3.746$ and $0.363$ eV in aug-cc-pVTZ, which widens the difference). By (\ref{line}) with $\kappa=1$, these triplet errors raise $V$ at this $r$ by $\tfrac12(0.397)+0.132=0.33$ eV, close to the $0.31$ eV between the two values.

\textbf{Q:} And $k$ repairs that?

\textbf{A:} It compensates by scaling the repulsion with $\kappa$. At each $r$, $V$ increases with $\kappa$, so the minimum along the line falls steadily as $k$ grows: $0.757$ eV at $k=0.05$, $0.539$ eV at $0.10$, $0.329$ eV at $0.15$. It is a barrier only while $A<0$; beyond $k\approx0.24$ it becomes a basin below H + H$_2$. Matching the FCI barrier requires $k=0.1137$, or $\kappa=0.7958$. The minimum is then at $r=0.9343$ \AA, where
\begin{align}
V&=\tfrac32(-4.1346)+0.7958\left[\tfrac12(4.2196)+0.5181\right]\ \text{eV}\notag\\
&=-6.2019+2.0913=-4.1106\ \text{eV}.
\end{align}
Adding $D$ gives $0.480$ eV ($0.0177$ hartree), as it must: this barrier is an input.

\textbf{Q:} What, then, does the fitted surface predict?

\textbf{A:} The saddle bond length is $0.934$ \AA\ ($1.766$ bohr), against $0.929$ \AA\ from FCI. Equation (\ref{A}) gives $A=-5.76$ eV/\AA$^2$, so the point is a saddle. Its shape is less accurate: shifting the middle atom by $0.05$ \AA\ lowers the LEPS energy by $13.7$ meV and the FCI energy by $6.9$ meV, so the LEPS barrier is too sharply curved (the FCI value is $6.5$ meV in cc-pVTZ). Bending to $150^\circ$ at fixed bond length raises the LEPS energy from $0.480$ to $0.539$ eV.

\textbf{Q:} Could there be a well further down the valley?

\textbf{A:} Consider $c$ far from the molecule $ab$. The $\sigma_x$ coefficient in (\ref{two}) enters $R$ quadratically, so to first order $R=-J_{ab}+\tfrac12(J_{bc}+J_{ca})$. Keeping the terms linear in the small $y$,
\begin{align}
V-E_s(r_{ab})&\simeq\frac{Q_{bc}+Q_{ca}-\tfrac12(J_{bc}+J_{ca})}{1+k}\notag\\
&\simeq\frac{D\left[-(2+6k)+(3+k)\right]}{4(1+k)}(y_{bc}+y_{ca})\notag\\
&=\frac{D(1-5k)}{4(1+k)}(y_{bc}+y_{ca}).
\end{align}
The distant atom is repelled for $k<\tfrac15$ and attracted for $k>\tfrac15$. Here it is repelled. Between these limits the valley was followed numerically: at $13$ bond differences from $0$ to $3$ \AA\ the energy falls at every step, for example $0.480$, $0.262$, $0.088$ and $0.011$ eV at $0$, $0.5$, $1$ and $2$ \AA. At this sampling the symmetric saddle is the top and no well appears.

\textbf{Q:} Does the conical intersection survive outside the model?

\textbf{A:} For an equilateral triangle of side $1.00$ \AA, FCI finds the two lowest H$_3$ states degenerate to numerical precision. Distorting the triangle along $\varphi=0$, that is $\delta\propto(2,-1,-1)$, by $\rho=0.01$ and $0.02$ \AA\ splits them by $0.1217$ and $0.2430$ eV, so the splitting is linear along this direction, the only one computed. In LEPS, $J'=6.321$ eV/\AA\ gives a gap slope of $\sqrt6\times6.321/1.1137=13.90$ eV/\AA, and the gap at $0.01$ \AA\ is $0.1387$ eV, $14\%$ above FCI. The intersection at this side lies $3.08$ eV above H + H$_2$ in LEPS and $2.93$ eV in FCI, far above the collinear barrier. In cc-pVTZ the FCI intersection energy is $2.82$ eV and the gap at $0.01$ \AA\ is $0.1200$ eV.

The linear law does fail inside the model at one very short side. Differentiating $J$ gives
\begin{equation}
J'=-\frac{\beta Dy}{4}\left[2(1+3k)y-(6+2k)\right],
\end{equation}
which vanishes at $y=(3+k)/(1+3k)$, here $r=0.319$ \AA. There the sheets still touch, but the first-order splitting is zero. Since $J$ has its minimum there, unequal sides can share one $J$, and the model has further intersections, for example at sides $0.250$, $0.400$, $0.400$ \AA, some $34$ eV above H + H$_2$. Beyond $0.319$ \AA\ $J$ rises steadily, which also justifies $J(r)<J(2r)$ at the saddle. The numerical check tests the form (\ref{heff}), the London equation, the matrix (\ref{two}), the cone and its sign change, and equations (\ref{line}) and (\ref{A}), and it prints the LEPS comparisons with FCI in the 6-311G(d,p) basis; the norm $1-k^{3/2}$ is not tested.

\section*{Computed results}
\begin{verbatim}
Permutation form, largest matrix error: 2.2e-15 (model units)
Hubbard trimer, hoppings 0.02, 0.016, 0.01; ground: -0.0020290 U
  London pair error: 4.684e-07 U; hoppings halved: 2.935e-08 U
  ratio of the two errors: 15.956
H2 FCI/6-311G(d,p): D = 4.5911 eV, re = 0.7435 angstrom
  force constant = 36.204 eV/angstrom^2, beta = 1.9857 1/angstrom
H3 FCI: barrier = 0.4804 eV, bond = 0.929 angstrom
London, FCI pair curves: barrier = 0.6723 eV, bond = 0.953 angstrom
LEPS: k, barrier (eV), bond (angstrom), A (eV/angstrom^2)
  0.00  0.9840  0.9799  -10.510
  0.05  0.7571  0.9587  -8.469
  0.10  0.5388  0.9393  -6.348
  0.15  0.3288  0.9215  -4.170
  0.20  0.1266  0.9050  -1.954
k matched to the FCI barrier: 0.1137; kappa = 0.7958
  LEPS barrier = 0.4804 eV = 0.01765 hartree
  LEPS bond = 0.9343 angstrom = 1.7655 bohr
  A = -5.756 eV/angstrom^2; energy at 150 degrees = 0.5391 eV
At r = 0.9343 angstrom: Q = -0.4325, J = -4.1723 eV
  singlet: Morse -4.1346, FCI -4.1404 eV
  triplet: anti-Morse 4.2196, FCI 3.8227 eV
At 2r = 1.8685 angstrom: Q = -0.2887, J = -0.7479 eV
  singlet: Morse -0.9308, FCI -0.7348 eV
  triplet: anti-Morse 0.5181, FCI 0.3863 eV
Middle atom shifted 0.05 angstrom: LEPS -13.68 meV, FCI -6.85 meV
Valley: bond difference (angstrom), energy above H + H2 (eV)
  0.00  0.48039
  0.25  0.40285
  0.50  0.26173
  1.00  0.08781
  1.50  0.02975
  2.00  0.01057
  3.00  0.00142
Equilateral side = 1.00 angstrom, energies above H + H2:
  LEPS 3.0840 eV, FCI 2.9349 eV
  FCI splitting = 1.1e-11 eV
  dJ/dr = 6.3212 eV/angstrom; LEPS gap slope = 13.9028 eV/angstrom
  rho = 0.01 angstrom: gap LEPS 0.13866, FCI 0.12165 eV
  rho = 0.02 angstrom: gap LEPS 0.27659, FCI 0.24303 eV
  loop sign around seam: -1; beside seam: 1
  dJ/dr vanishes at r = 0.3193 angstrom
\end{verbatim}
